\section*{Why the Breit interaction reduces boron-like 2p fine-structure splittings}

\section{Result and regime}

Boron-like atoms have the ground configuration $1s^22s^22p$, with levels $^2P_{1/2}$ and $^2P_{3/2}$. Let $\Delta=E_{3/2}-E_{1/2}$. The Breit interaction between the electrons lowers the splitting $\Delta_{\rm DC}$ given by the Dirac--Coulomb Hamiltonian. To leading order in $\alpha^2$, and for large nuclear charge $Z$,
\begin{equation}
\frac{\Delta_{\rm B}}{\Delta_{\rm DC}}=-\frac{k}{Z}+O(Z^{-2}),\qquad
k=\frac{640}{729}-\frac{3}{32}\simeq0.784 ,
\label{eq:law}
\end{equation}
where this $k$ belongs to a single configuration. Mixing with $2p^3$ changes $k$ slightly and leaves the power of $Z$ alone.

The $1/Z$ law is asymptotic. With Hartree--Fock orbitals the reduction is 4.8\% in Ar$^{13+}$, near the 4.4\% of $k/Z$. In neutral boron it is 26\%, where $k/Z$ would give 16\%.

The reason for the power is short. The main spin-orbit energy comes from the field of the nucleus, of charge $Ze$. The Breit correction comes from the interaction with another electron, of charge $-e$, and for large $Z$ the distances and speeds of both electrons scale with $Z$ in the same way. One factor of $Z$ is missing. The sign and the coefficient need more care, because the closed shells produce no average magnetic field at the $2p$ electron: the effect is one of exchange.

The nucleus is a fixed point charge and the electron $g$-factor is 2. Recoil, radiative corrections and relative corrections of order $(\alpha Z)^2$ are left out.

\section{The spin-orbit operators}

Write $C=e^2/4\pi\varepsilon_0$, $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$ and $\mathbf s=\hbar\boldsymbol\sigma/2$. To lowest order the small component of a Dirac spinor is $\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2mc)$, with $\varphi$ the large one.

\textbf{Coulomb part.} A potential energy $V$ acting between small components gives $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)/(4m^2c^2)$. Since $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$ and $[\mathbf p,V]=-i\hbar\nabla V$,
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)
=\mathbf p\cdot V\mathbf p+\hbar\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{equation}
The spin-dependent energy is therefore $\mathbf s\cdot(\nabla V\times\mathbf p)/(2m^2c^2)$. The kinetic and normalization corrections contain $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and no spin. For the nucleus $\nabla V=ZC\mathbf r/r^3$; for another electron $\nabla_iV=-C\mathbf r_{ij}/r_{ij}^3$. Hence
\begin{align}
H_{\rm nuc}&=\frac{ZC}{2m^2c^2}\sum_i\frac{\mathbf l_i\cdot\mathbf s_i}{r_i^3},\\
H_{\rm SSO}&=-\frac{C}{2m^2c^2}\sum_{i\ne j}
\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot\mathbf s_i}{r_{ij}^3}.
\end{align}
The second is the spin--same-orbit term. Both are already inside a Dirac--Coulomb calculation.

\textbf{Breit part.} The magnetic (Gaunt) interaction is $-C\boldsymbol\alpha_i\cdot\boldsymbol\alpha_j/r_{ij}$. Between large components, $\boldsymbol\alpha$ times a function $f(\mathbf r)$ becomes
\begin{align}
\alpha_kf&\to\frac{1}{2mc}\left[\sigma_kf\,\boldsymbol\sigma\cdot\mathbf p
+\boldsymbol\sigma\cdot\mathbf p\,\sigma_kf\right]\nonumber\\
&=\frac{1}{2mc}\left[fp_k+p_kf-i\epsilon_{klm}\sigma_m[p_l,f]\right]\nonumber\\
&=\frac1{mc}\left[\tfrac12(fp_k+p_kf)-(\nabla f\times\mathbf s)_k\right].
\label{eq:current}
\end{align}
The first part is the convection current, the second the spin current. Take convection for electron $i$ and spin for electron $j$, with $\nabla_j(1/r_{ij})=\mathbf r_{ij}/r_{ij}^3$. The two minus signs cancel, and
\begin{equation}
\frac{C}{m^2c^2}\left(\frac{\mathbf r_{ij}}{r_{ij}^3}\times\mathbf s_j\right)\cdot\mathbf p_i
=-\frac{C}{m^2c^2}\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot\mathbf s_j}{r_{ij}^3}.
\end{equation}
The order of $\mathbf p_i$ and the bracket is immaterial, because $\nabla(1/r)\times\mathbf s_j$ has no divergence. Summed over ordered pairs, this is the spin--other-orbit term:
\begin{equation}
H_{\rm SOO}=-\frac{C}{m^2c^2}\sum_{i\ne j}
\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot\mathbf s_j}{r_{ij}^3}.
\end{equation}

No other part of the Breit interaction splits the doublet at this order. The retardation part is $\frac C2\alpha_{i,k}\alpha_{j,l}\,\partial_k\partial_l r_{ij}$. By \eqref{eq:current} its spin current would contain $\epsilon_{lnm}\partial_n\partial_l$, which is zero. The tensor spin--spin term has rank 2 in spin and cannot connect two states of $S=\frac12$. The contact spin--spin and orbit--orbit terms are scalars in spin and in space separately. They commute with $\mathbf L$ and with $\mathbf S$, and so shift both levels of the $^2P$ term equally.

\section{Why only exchange survives}

Let $a$ be the $2p$ electron and $c$ a closed $s$ shell. For one pair of electrons,
\begin{equation}
W=-\frac{C}{m^2c^2}\left(\mathbf A_{12}\cdot\mathbf s_2+\mathbf A_{21}\cdot\mathbf s_1\right),
\quad
\mathbf A_{12}=\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}.
\end{equation}

In the direct term, the core spin sums to zero over the closed shell. The valence spin is multiplied by the mean of $\mathbf A$ over a core orbital. This operator is Hermitian, since $\mathbf r/r^3$ has no curl, so its mean is real. It is also $i$ times a real operator, so its mean in a real orbital is imaginary. The mean is therefore zero: a closed shell carries no current.

The exchange term carries a minus sign and a sum over the core spin $\tau$. By completeness,
\begin{equation}
\sum_\tau\langle\sigma|\tau\rangle\langle\tau|\mathbf s|\sigma'\rangle
=\sum_\tau\langle\sigma|\mathbf s|\tau\rangle\langle\tau|\sigma'\rangle
=\langle\sigma|\mathbf s|\sigma'\rangle .
\end{equation}
Both terms of $W$ thus give the valence spin, and the effective operator is
\begin{equation}
+\frac{C}{m^2c^2}\,\mathbf s\cdot\langle a_mc|\mathbf A_{12}+\mathbf A_{21}|c\,a_{m'}\rangle .
\label{eq:ex}
\end{equation}

To evaluate it, write $\varphi_c=R_c/\sqrt{4\pi}$, so that $\mathbf p_1\varphi_c=-i\hbar\varphi_c'\,\mathbf r_1/r_1$. With $\mathbf r_{12}\times\mathbf r_1=-\mathbf r_2\times\mathbf r_1$,
\begin{equation}
\mathbf A_{12}\varphi_c(r_1)=i\hbar\frac{\mathbf r_2\times\mathbf r_1}{r_{12}^3}\,
\frac{\varphi_c'(r_1)}{r_1}
=\frac{\varphi_c'(r_1)}{r_1}\left[\mathbf l_1\frac1{r_{12}}\right].
\end{equation}
The last step uses
$\mathbf l_1(1/r_{12})=-i\hbar\,\mathbf r_1\times(-\mathbf r_{12}/r_{12}^3)
=i\hbar\,\mathbf r_2\times\mathbf r_1/r_{12}^3$.
Now expand
\begin{equation}
\frac1{r_{12}}=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}Y_{LM}(1)Y^*_{LM}(2).
\end{equation}
The angular integral over electron 2 contains $Y^*_{LM}Y_{1m'}$ and selects $L=1$, $M=m'$. The integral over electron 1 then gives $\langle m|\mathbf l|m'\rangle$. The numerical factor is $(1/4\pi)(4\pi/3)=1/3$, so
\begin{align}
\langle a_mc|\mathbf A_{12}|c\,a_{m'}\rangle&=\tfrac13X_c\langle m|\mathbf l|m'\rangle,\\
X_c=\int_0^\infty\!\!\int_0^\infty R_p(r)R_c'(r)\,&r\,\frac{r_<}{r_>^2}\,
R_c(s)R_p(s)\,s^2\,dr\,ds ,
\label{eq:X}
\end{align}
where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. Exchanging the electron labels shows that the $\mathbf A_{21}$ element is the Hermitian conjugate of this one. Since $\mathbf l$ is Hermitian and $X_c$ real, it is equal to it, and the sum in \eqref{eq:ex} is $\frac23X_c\mathbf l$.

Write each effective operator as $\Lambda\,\mathbf l\cdot\mathbf s/\hbar^2$ and set $K=C\hbar^2/(m^2c^2)=\alpha^2E_ha_0^3$. Then
\begin{equation}
\Lambda_{\rm B}=\frac{2K}{3}\sum_cX_c .
\end{equation}

The spin--same-orbit term has half the prefactor and the same exchange sum, so its exchange part is $\frac K3\sum_cX_c$. It also has a direct part: by Gauss's law the two electrons of shell $c$ reduce the nuclear charge at radius $r$ by $2q_c(r)$, where $q_c(r)$ is the fraction of one $c$ electron inside $r$. Therefore
\begin{equation}
\Lambda_{\rm DC}=\frac K2\Big[Z\langle r^{-3}\rangle
-2\sum_c\Big\langle\frac{q_c}{r^3}\Big\rangle\Big]+\frac K3\sum_cX_c .
\end{equation}
Since $\mathbf l\cdot\mathbf s/\hbar^2$ is $\frac12$ for $J=\frac32$ and $-1$ for $J=\frac12$, $\Delta=\frac32\Lambda$:
\begin{align}
\Delta_{\rm B}&=K\sum_cX_c,\label{eq:DB}\\
\Delta_{\rm DC}&=K\Big[\tfrac34Z\langle r^{-3}\rangle
-\tfrac32\sum_c\Big\langle\frac{q_c}{r^3}\Big\rangle+\tfrac12\sum_cX_c\Big].
\label{eq:DDC}
\end{align}

The sign can be read from \eqref{eq:X}. For $1s$, $R_c$ and $R_p$ have no nodes and $R_c'<0$, so $X_{1s}<0$ and the splitting shrinks. For $2s$ both $R_c$ and $R_c'$ change sign, and the integral is a sum of competing parts.

\section{The coefficient of $1/Z$}

For large $Z$ the orbitals become hydrogenic. Lengths scale as $1/Z$, so $\langle r^{-3}\rangle$ and $X_c$ both scale as $Z^3$. The nuclear term has the additional factor $Z$ and dominates $\Delta_{\rm DC}$; the two-electron terms in \eqref{eq:DDC}, screening and exchange alike, are smaller by $1/Z$. This gives the power in \eqref{eq:law}.

For $k$, measure lengths in $a_0/Z$:
\begin{equation}
\begin{aligned}
R_{1s}&=2e^{-r},\qquad R_{2p}=\frac{re^{-r/2}}{\sqrt{24}},\\
R_{2s}&=\frac{1}{\sqrt2}\Big(1-\frac r2\Big)e^{-r/2}.
\end{aligned}
\end{equation}
Splitting the $s$ integral in \eqref{eq:X} at $s=r$ gives
\begin{equation}
X_c=\int_0^\infty\!\!R_pR_c'\Big[\frac1r\int_0^r\!s^3R_cR_p\,ds
+r^2\!\int_r^\infty\!\!R_cR_p\,ds\Big]dr .
\end{equation}

For $1s$ the prefactors combine to $-4/24=-1/6$:
\begin{align}
X_{1s}=-\frac16\Big[&\int_0^\infty\!e^{-3r/2}\!\int_0^r\!s^4e^{-3s/2}ds\,dr\nonumber\\
&+\int_0^\infty\!r^3e^{-3r/2}\!\int_r^\infty\!se^{-3s/2}ds\,dr\Big].
\end{align}
In the first integral do $r$ first: $\frac23\int s^4e^{-3s}ds=\frac23\cdot\frac{24}{243}=\frac{16}{243}$. In the second the inner integral is $(\frac23r+\frac49)e^{-3r/2}$, which gives $\frac{16}{243}+\frac49\cdot\frac6{81}=\frac{24}{243}$. Hence $X_{1s}=-\frac16\cdot\frac{40}{243}=-\frac{20}{729}$.

For $2s$ the prefactor is $1/48$:
\begin{align}
X_{2s}=\frac1{48}\Big[&\int_0^\infty\!\Big(\frac r4-1\Big)e^{-r}\!\int_0^r\!
\Big(s^4-\frac{s^5}2\Big)e^{-s}ds\,dr\nonumber\\
&+\int_0^\infty\!\Big(\frac{r^4}4-r^3\Big)e^{-r}\!\int_r^\infty\!
\Big(s-\frac{s^2}2\Big)e^{-s}ds\,dr\Big].
\end{align}
In the first line, $\int_s^\infty(\frac r4-1)e^{-r}dr=(\frac s4-\frac34)e^{-s}$, which leaves
\begin{equation}
\int_0^\infty\Big(-\frac34s^4+\frac58s^5-\frac18s^6\Big)e^{-2s}ds
=-\frac9{16}+\frac{75}{64}-\frac{45}{64}=-\frac3{32}.
\end{equation}
In the second line the inner integral is $-\frac12r^2e^{-r}$, which leaves
$\int(\frac12r^5-\frac18r^6)e^{-2r}dr=\frac{15}{16}-\frac{45}{64}=\frac{15}{64}$.
The sum is $\frac9{64}$ and $X_{2s}=+\frac3{1024}$. In this limit the $2s$ shell opposes the $1s$ shell, at about a tenth of its size.

Finally $\langle r^{-3}\rangle=\frac1{24}\int re^{-r}dr=\frac1{24}$. Restoring the scale, the nuclear splitting is $\frac34KZ^4/(24a_0^3)=KZ^4/(32a_0^3)$, and
\begin{equation}
k=32\Big(\frac{20}{729}-\frac3{1024}\Big)=\frac{640}{729}-\frac3{32}.
\end{equation}

\section{Neutral boron and Ar$^{13+}$}

The integrals below use Hartree--Fock orbitals of the single configuration, in units of $a_0^{-3}$. In these units $K$ is $\alpha^2E_h=1.4490$ meV. The orbitals come from a finite Gaussian basis. A larger basis raises $\langle r^{-3}\rangle$ to 0.7756 in boron and 170.06 in Ar$^{13+}$, which raises $\Delta_{\rm DC}$ by about 0.001 and 0.3 meV and leaves the Breit fractions unchanged to the digits given.

\begin{center}
\begin{tabular}{lrr}
\hline
 & B & Ar$^{13+}$\\
\hline
$\langle r^{-3}\rangle$ & 0.7754 & 170.04\\
$\langle q_{1s}/r^3\rangle$ & 0.5576 & 105.22\\
$\langle q_{2s}/r^3\rangle$ & 0.0688 & 12.94\\
$X_{1s}$ & $-0.4395$ & $-110.41$\\
$X_{2s}$ & $-0.0070$ & $+10.32$\\
\hline
\end{tabular}
\end{center}

For boron, \eqref{eq:DDC} and \eqref{eq:DB} give, in meV,
\begin{align}
\text{nuclear:}\quad&1.44904\times\tfrac34\times5\times0.77542=4.214,\nonumber\\
\text{same-orbit:}\quad&1.4490\,[-\tfrac32(0.6264)-\tfrac12(0.4465)]=-1.685,\nonumber\\
\text{Breit:}\quad&1.4490\times(-0.4465)=-0.647.\nonumber
\end{align}
Thus $\Delta_{\rm DC}=2.529$ meV and the Breit fraction is $-0.647/2.529=-25.6\%$. The total is 1.88 meV, or 15.2 cm$^{-1}$.

For Ar$^{13+}$ the same steps give
\begin{align}
\text{nuclear:}\quad&1.4490\times\tfrac34\times18\times170.04=3326,\nonumber\\
\text{same-orbit:}\quad&1.4490\,[-\tfrac32(118.16)-\tfrac12(100.09)]=-329,\nonumber\\
\text{Breit:}\quad&1.4490\times(-100.09)=-145.0.\nonumber
\end{align}
Here $\Delta_{\rm DC}=2997$ meV and the fraction is $-4.84\%$. The total is 2852 meV, or about $2.30\times10^4$ cm$^{-1}$.

The $2s$ contribution has opposite signs in the two systems. In boron it slightly strengthens the reduction; in Ar$^{13+}$ it cancels about 9\% of the $1s$ part. Already in the hydrogenic integral it is a difference of competing terms, so its sign is not protected against a change of orbitals.

\textbf{Why boron lies far from $k/Z$.} Factor the fraction as
\begin{equation}
\frac{\Delta_{\rm B}}{\Delta_{\rm DC}}=
\frac{\Delta_{\rm B}}{\Delta_{\rm nuc}}\,
\frac{\Delta_{\rm nuc}}{\Delta_{\rm DC}} .
\label{eq:factor}
\end{equation}
For boron the first factor is $-0.647/4.214=-15.4\%$, close to $-k/Z=-15.7\%$. The second is $4.214/2.529=1.67$. For Ar$^{13+}$ they are $-4.36\%$, against $-k/Z=-4.36\%$, and 1.11. In both systems, then, the excess over $k/Z$ appears in the second factor: the spin--same-orbit term makes the denominator smaller. About four fifths of that term is direct screening of the nuclear field, which alone would give factors of 1.48 and 1.08; the rest is its exchange part $\frac K2\sum_cX_c$. The close agreement of the first factor with $-k/Z$ is a numerical finding for these two systems; nothing above requires it at finite $Z$.

The approach to the limit is visible in $Z|\Delta_{\rm B}/\Delta_{\rm DC}|$, which is 1.28, 0.96, 0.87, 0.82 and 0.80 at $Z=5$, 10, 18, 40 and 80. Linear extrapolation in $1/Z$ from the last two gives 0.783, against the analytic 0.784. The points at high $Z$ serve this purpose alone: there $(\alpha Z)^2$ is no longer small, and the values are leading-order coefficients, not predictions for real ions.

\section{Mixing with $2p^3$}

In the hydrogenic limit $2s^22p$ and $2p^3$ are degenerate. The electron repulsion that mixes them and the repulsion that separates them both scale as $Z$, so the mixing tends to a constant. It can change $k$ but not the power.

The nuclear term loses strength in proportion to the $2p^3$ weight. As a one-electron operator it cannot connect configurations that differ in two orbitals. Its mean in the $^2P$ term of $2p^3$ also vanishes. To see this, take $M_L=1$, $M_S=\frac12$, with determinants $\{1^+,1^-,-1^+\}$ and $\{1^+,0^+,0^-\}$. Lowering the $^2D$ state $\{1^+,1^-,0^+\}$ produces both with equal magnitude, so the orthogonal $^2P$ state also has equal weights. The values of $\sum m_lm_s$ are $-\frac12$ and $+\frac12$, and they cancel.

A configuration interaction of all five electrons in the $1s$, $2s$ and $2p$ Hartree--Fock orbitals includes this mixing. The $2s^22p$ weight is 0.947 in boron and 0.968 in Ar$^{13+}$, and the nuclear splitting falls by these same factors. The results are:

\begin{center}
\begin{tabular}{lrr}
\hline
 & B & Ar$^{13+}$\\
\hline
$\Delta_{\rm DC}$ (meV) & 2.39 & 2899\\
$\Delta_{\rm B}$ (meV) & $-0.62$ & $-138$\\
$\Delta_{\rm B}$ (cm$^{-1}$) & $-5.0$ & $-1110$\\
$\Delta_{\rm B}/\Delta_{\rm DC}$ & $-26.0\%$ & $-4.7\%$\\
\hline
\end{tabular}
\end{center}

The extrapolated coefficient becomes 0.764; mixing with hydrogenic orbitals gives the limit $k\simeq0.765$. The table holds first-order expectation values in nonrelativistic orbitals optimized for the single configuration, and the mixed state is not stationary with respect to them. Its $\Delta_{\rm DC}$ therefore depends on the choice of orbitals. With Dirac--Fock spinors, whose $2p_{1/2}$ and $2p_{3/2}$ radial functions differ at order $\alpha^2$, the same space gives at leading order $\Delta_{\rm DC}=2.31$ meV and a fraction of $-26.9\%$ in boron, and 2907 meV and $-4.7\%$ in Ar$^{13+}$, with $\Delta_{\rm B}$ as in the table. This space omits excitations into all higher orbitals, and with them the correlation they describe. The absolute splittings are model values and should not be read as measurements.

\section{What to do in practice}

\textbf{Include the Breit interaction even in light atoms.} Small $\alpha Z$ does not make it negligible for fine structure, because the whole splitting is itself of order $\alpha^2$. In boron $(\alpha Z)^2$ is about $10^{-3}$, yet leaving out Breit makes the single-configuration splitting too large by $0.647/1.882=34\%$ of the final value.

\textbf{Include exchange.} A mean-field treatment that keeps the direct magnetic field of the closed shells and drops exchange finds no Breit correction to this splitting.

\textbf{Correct by the ratio when a better Dirac--Coulomb value is at hand.} Going from one configuration to the small interaction space changes $\Delta_{\rm DC}$ by 5\% in boron and 3\% in Ar$^{13+}$, but the Breit fraction by less than 2\% of itself, when fixed nonrelativistic orbitals are used. With Dirac--Fock spinors $\Delta_{\rm DC}$ changes by 9\% and 3\%, and the fraction by 5\% and 2\%, so the fraction is stable only to a few per cent of itself. Multiplying a more accurate $\Delta_{\rm DC}$ by $1+\Delta_{\rm B}/\Delta_{\rm DC}$ is then a reasonable estimate, provided the additional correlation treats the two parts similarly. That condition is not tested here.

\textbf{Use $k/Z$ for highly charged ions, not near neutrality.} For Ar$^{13+}$ it gives nine tenths of the single-configuration fraction; for boron, six tenths. At the other end, neglected relative corrections are of order $(\alpha Z)^2$, which is 1.7\% for Ar$^{13+}$ and grows with $Z$. They raise the fraction while the $Z^{-2}$ term fades. With Dirac orbitals and a point nucleus, $k/Z$ gives 89\%, 92\%, 92\% and 84\% of the single-configuration fraction at $Z=18$, 26, 40 and 80, so for real ions it is an estimate good to about a tenth. There the Breit interaction should be evaluated with Dirac orbitals.

\textbf{Avoid double counting.} An effective nuclear charge fitted to measured splittings already contains the Breit reduction, so a separate correction must not be added to it.

The numerical check tests the radial formulas against explicit determinants, and both exchange terms against four-component spinors.

\section*{Calculated quantities}
\begin{verbatim}
alpha^2 hartree = 1.449043 meV
hydrogenic X_1s/Z^3 = -0.027435, X_2s/Z^3 = 0.002930 bohr^-3
hydrogenic k: closed 0.784165, quadrature 0.784169
B: HF energy = -24.52847 hartree
B: (alpha Z)^2 = 0.00133
B: <r^-3> of 2p = 0.77542 bohr^-3
B: X_1s = -0.439475 bohr^-3, from spinors -0.439474
B: <q_1s/r^3> = 0.55761 bohr^-3
B: X_2s = -0.007026 bohr^-3, from spinors -0.007025
B: <q_2s/r^3> = 0.06876 bohr^-3
B single: nuclear 4.21356, SSO -1.68494 meV
B single: Dirac-Coulomb 2.52861 meV
B single: Breit -0.64700 meV = -5.218 cm^-1
B single: total 1.88162 meV = 15.176 cm^-1
B single: Breit/DC = -25.587 %
B ci: nuclear 3.99189, SSO -1.59888 meV
B ci: Dirac-Coulomb 2.39300 meV
B ci: Breit -0.62140 meV = -5.012 cm^-1
B ci: total 1.77161 meV = 14.289 cm^-1
B ci: Breit/DC = -25.967 %
B: bare -k/Z = -15.683 %
B: weight of 2s2 2p in ci = 0.94739
Ar13+: HF energy = -405.20987 hartree
Ar13+: (alpha Z)^2 = 0.01725
Ar13+: <r^-3> of 2p = 170.04464 bohr^-3
Ar13+: X_1s = -110.406750 bohr^-3, from spinors -110.406368
Ar13+: <q_1s/r^3> = 105.21701 bohr^-3
Ar13+: X_2s = 10.315247 bohr^-3, from spinors 10.315393
Ar13+: <q_2s/r^3> = 12.94320 bohr^-3
Ar13+ single: nuclear 3326.42738, SSO -329.34691 meV
Ar13+ single: Dirac-Coulomb 2997.08047 meV
Ar13+ single: Breit -145.03622 meV = -1169.796 cm^-1
Ar13+ single: total 2852.04425 meV = 23003.288 cm^-1
Ar13+ single: Breit/DC = -4.839 %
Ar13+ ci: nuclear 3220.47127, SSO -321.42709 meV
Ar13+ ci: Dirac-Coulomb 2899.04418 meV
Ar13+ ci: Breit -137.61624 meV = -1109.950 cm^-1
Ar13+ ci: total 2761.42794 meV = 22272.418 cm^-1
Ar13+ ci: Breit/DC = -4.747 %
Ar13+: bare -k/Z = -4.356 %
Ar13+: weight of 2s2 2p in ci = 0.96815
Z=5: Z*|Breit/DC| single 1.2793, ci 1.2984
Z=10: Z*|Breit/DC| single 0.9586, ci 0.9459
Z=18: Z*|Breit/DC| single 0.8711, ci 0.8545
Z=40: Z*|Breit/DC| single 0.8208, ci 0.8026
Z=80: Z*|Breit/DC| single 0.8020, ci 0.7833
single: extrapolated k = 0.7833, power of Z from 40 to 80 = -1.0333
ci: extrapolated k = 0.7641, power of Z from 40 to 80 = -1.0350
\end{verbatim}
